# Ordinary hydrogen back-diffusion cannot alone give logarithmic BTI recovery over many decades: test program

```python
"""
Result under test: recovery in the diffusion-limited reaction-diffusion model
of bias temperature instability depends only on theta = recovery time / stress
time, and the remaining fraction of interface defects is
  R(theta) = (2/pi) * integral_0^1 n s^(n-1) arctan(sqrt((1-s)/theta)) ds.
n : exponent of defect growth in stress, 1/4 for atomic H and 1/6 for H2
s : moment of hydrogen release divided by the stress time
m : hydrogen atoms per diffusing particle (1 or 2)
N : broken bonds per area; c : concentration of diffusing particles
Full model: dN/dt = G - k N c(0)^(1/m), N = m * integral of c, c_t = D c_xx.
The simulation uses dimensionless units; the worked example uses seconds.
"""
import numpy as np
from scipy.integrate import simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import beta, digamma, exp1, polygamma

LN10 = np.log(10.0)
SPECIES = {"H": (1, 1 / 4), "H2": (2, 1 / 6)}

# ---------- derived formulas, evaluated by Gauss-Legendre quadrature ----------
x_gl, w_gl = np.polynomial.legendre.leggauss(400)
node = 0.5 * (x_gl + 1)
weight = 0.5 * w_gl * 2 * node          # from the substitution s^n = 1 - node^2


def age(n):
    """1 - s at the quadrature nodes: time since release over stress time."""
    return -np.expm1(np.log1p(-node**2) / n)


def recovered(theta, n):
    theta = np.atleast_1d(theta)[:, None]
    return 2 / np.pi * np.arctan(np.sqrt(theta / age(n))) @ weight


def remaining(theta, n):
    theta = np.atleast_1d(theta)[:, None]
    return 2 / np.pi * np.arctan(np.sqrt(age(n) / theta)) @ weight


def density(u, n):
    """Recovered fraction per unit of u = ln(theta)."""
    u = np.atleast_1d(u)[:, None]
    return (1 / np.cosh((u - np.log(age(n))) / 2)) @ weight / (2 * np.pi)


# ---------- independent road: finite-volume solution of the full model ----------
width = 1e-6 * 1.07 ** np.arange(270)
centre = np.cumsum(width) - width / 2


def march(c, bonds, times, diffusivity, m, G, k):
    """Backward Euler; the nonlinear interface reaction is solved each step."""
    link = diffusivity / np.diff(centre)
    leak = np.zeros_like(width)
    leak[:-1] += link
    leak[1:] += link
    bands = np.zeros((3, width.size))
    rhs = np.zeros((width.size, 2))
    history = []
    t_old = 0.0
    for t in times:
        dt = t - t_old
        bands[0, 1:] = -dt * link / width[:-1]
        bands[1] = 1 + dt * leak / width
        bands[2, :-1] = -dt * link / width[1:]
        rhs[:, 0] = c
        rhs[0, 1] = dt / width[0]
        sol = solve_banded((1, 1), bands, rhs, check_finite=False)
        a0, b0 = float(sol[0, 0]), float(sol[0, 1])

        def balance(y):                 # y = c(0)^(1/m)
            flux = (y**m - a0) / b0
            return m * flux - G + k * (bonds + m * flux * dt) * y

        top = (a0 + b0 * G / m) ** (1 / m)
        y = brentq(balance, 0.0, top, xtol=1e-14 * top, rtol=1e-13)
        flux = (y**m - a0) / b0
        c = sol[:, 0] + flux * sol[:, 1]
        bonds += m * flux * dt
        history.append(bonds)
        t_old = t
    return c, np.array(history)


FAST = 1e6
stress_grid = np.geomspace(1e-10, 1.0, 2300)
recovery_grid = np.geomspace(1e-9, 2e3, 2800)
theta_test = np.array([1e-6, 1e-4, 1e-2, 0.1, 1.0, 10.0, 100.0, 1e3])


def sample(history, start):
    return np.interp(np.log(theta_test), np.log(recovery_grid), history / start)


def simulate(m, diffusivity=1.0, t_stress=1.0):
    c, up = march(np.zeros_like(width), 0.0, stress_grid * t_stress,
                  diffusivity, m, FAST, FAST)
    _, down = march(c, up[-1], recovery_grid * t_stress,
                    diffusivity, m, 0.0, FAST)
    return c, up, sample(down, up[-1])


def check_curve(left, n):
    # time steps of about one percent limit the accuracy of the simulation
    assert np.allclose(1 - left, recovered(theta_test, n), rtol=0.02, atol=0)
    assert np.allclose(left, remaining(theta_test, n), rtol=0.03, atol=0)


print("Full-model simulation against derived formulas (dimensionless)")
sim = {}
for name, (m, n) in SPECIES.items():
    c_end, up, left = simulate(m)
    slope = np.log(up[-1] / up[-101]) / np.log(stress_grid[-1] / stress_grid[-101])
    amplitude = (m * np.sqrt(np.pi) / (n * beta(n, 0.5))) ** (1 / (m + 1))
    assert abs(slope - n) < 0.003
    assert abs(up[-1] / amplitude - 1) < 0.01
    check_curve(left, n)
    sim[name] = (c_end, up[-1], left)
    print(f"{name}: stress exponent simulated {slope:.4f}, derived {n:.4f}")
    print(f"{name}: N at end of stress simulated {up[-1]:.4f}, derived {amplitude:.4f}")

print("theta | remaining %: H sim, H formula, H2 sim, H2 formula")
for i, th in enumerate(theta_test):
    row = [100 * sim["H"][2][i], 100 * remaining(th, 1 / 4)[0],
           100 * sim["H2"][2][i], 100 * remaining(th, 1 / 6)[0]]
    print(f"{th:8.0e} | " + "  ".join(f"{v:7.3f}" for v in row))

# diffusivity and stress time must drop out when theta is held fixed
i_one = int(np.argmin(abs(theta_test - 1)))
_, _, left_slow_d = simulate(1, diffusivity=0.01)
_, _, left_short = simulate(1, t_stress=0.01)
check_curve(left_slow_d, 1 / 4)
check_curve(left_short, 1 / 4)
print(f"H, theta=1, D 100 times smaller: remaining {100*left_slow_d[i_one]:.2f} %")
print(f"H, theta=1, stress 100 times shorter: remaining {100*left_short[i_one]:.2f} %")

# slower repassivation, starting from the same hydrogen profile
K_SLOW = 10.0
c_end, n_end, left_fast = sim["H"]
_, down = march(c_end, n_end, recovery_grid, 1.0, 1, 0.0, K_SLOW)
left_reaction = sample(down, n_end)
assert np.all(left_reaction > left_fast)
i_early = int(np.argmin(abs(theta_test - 1e-2)))
print(f"H, theta=0.01, recovered: fast reaction {100*(1-left_fast[i_early]):.2f} %, "
      f"slow {100*(1-left_reaction[i_early]):.2f} %")

# ---------- density, moments, bounds ----------
u_pos = np.linspace(0, 100, 4001)


def log_moments(rec, rem):
    """Mean and standard deviation of ln(time) from the recovery curve."""
    late, early = rem(np.exp(u_pos)), rec(np.exp(-u_pos))
    mean = simpson(late, x=u_pos) - simpson(early, x=u_pos)
    square = 2 * simpson(u_pos * (late + early), x=u_pos)
    return mean, np.sqrt(square - mean**2)


T_STRESS = 1000.0
print(f"Worked example: stress time {T_STRESS:.0f} s")
cap = LN10 / (2 * np.pi)
print(f"Upper limit of recovery per decade: {100*cap:.2f} %")
for name, (m, n) in SPECIES.items():
    u = np.linspace(-12, 12, 2401)
    h = 1e-3
    numeric = (recovered(np.exp(u + h), n) - recovered(np.exp(u - h), n)) / (2 * h)
    assert np.allclose(numeric, density(u, n), atol=1e-6)
    per_decade = recovered(np.exp(u) * 10**0.5, n) - recovered(np.exp(u) / 10**0.5, n)
    assert per_decade.max() < cap and numeric.max() * LN10 < cap

    mean, std = log_moments(lambda t: recovered(t, n), lambda t: remaining(t, n))
    mean_formula = digamma(1) - digamma(1 + n)
    std_formula = np.sqrt(np.pi**2 + polygamma(1, 1) - polygamma(1, 1 + n))
    assert abs(mean - mean_formula) < 1e-4 and abs(std - std_formula) < 1e-4

    early_c = 2 / np.pi * n * beta(n, 0.5)
    late_c = 2 / np.pi * n * beta(n, 1.5)
    th = np.geomspace(1e-6, 1e6, 49)
    assert np.all(recovered(th, n) < early_c * np.sqrt(th))
    assert np.all(remaining(th, n) < late_c / np.sqrt(th))
    assert abs(recovered(1e-7, n)[0] / (early_c * np.sqrt(1e-7)) - 1) < 2e-3
    assert abs(remaining(1e7, n)[0] / (late_c / np.sqrt(1e7)) - 1) < 2e-3

    quantile = [T_STRESS * np.exp(brentq(
        lambda v: recovered(np.exp(v), n)[0] - q, -20, 20)) for q in (0.1, 0.5, 0.9)]
    two = recovered(10.0, n)[0] - recovered(0.1, n)[0]
    four = recovered(100.0, n)[0] - recovered(0.01, n)[0]
    print(f"{name}: early coefficient {early_c:.4f}, late coefficient {late_c:.4f}")
    print(f"{name}: geometric-mean recovery time {T_STRESS*np.exp(mean):.0f} s, "
          f"standard deviation {std/LN10:.3f} decades")
    print(f"{name}: 10, 50, 90 % recovered at {quantile[0]:.1f}, "
          f"{quantile[1]:.0f}, {quantile[2]:.0f} s")
    print(f"{name}: span from 10 to 90 %: {np.log10(quantile[2]/quantile[0]):.2f} decades")
    print(f"{name}: recovered from 100 s to 10^4 s {100*two:.1f} %, "
          f"from 10 s to 10^5 s {100*four:.1f} %")
    print(f"{name}: largest recovery in any one decade {100*per_decade.max():.1f} %")

# ---------- contrast: first-order recovery, time constants even in log(tau) ----------
TAU_MIN, TAU_MAX = 1e-6, 1e6
log_range = np.log(TAU_MAX / TAU_MIN)


def broad_remaining(t):
    return (exp1(t / TAU_MAX) - exp1(t / TAU_MIN)) / log_range


tau_mid = np.exp(np.log(TAU_MIN) + log_range * (np.arange(20000) + 0.5) / 20000)
for t in (1e-5, 1e-2, 1.0, 1e3, 1e6):
    assert abs(np.mean(np.exp(-t / tau_mid)) - broad_remaining(t)) < 1e-6
_, broad_std = log_moments(lambda t: 1 - broad_remaining(t), broad_remaining)
assert abs(broad_std - np.sqrt(log_range**2 / 12 + np.pi**2 / 6)) < 1e-3
middle = broad_remaining(1.0) - broad_remaining(10.0)
assert abs(middle - LN10 / log_range) < 1e-4
print(f"Broad contrast: tau from {TAU_MIN:.0e} s to {TAU_MAX:.0e} s, "
      f"standard deviation {broad_std/LN10:.2f} decades")
print(f"Broad contrast: recovered from 1 s to 10 s {100*middle:.2f} %")

print("Recovery time in s | recovered %: H, H2, broad contrast")
for t in 10.0 ** np.arange(-6, 7):
    values = [100 * recovered(t / T_STRESS, 1 / 4)[0],
              100 * recovered(t / T_STRESS, 1 / 6)[0],
              100 * (1 - broad_remaining(t))]
    print(f"{t:7.0e} | " + "  ".join(f"{v:8.4f}" for v in values))

print("checks complete")
```

Output:

```
Full-model simulation against derived formulas (dimensionless)
H: stress exponent simulated 0.2500, derived 0.2500
H: N at end of stress simulated 1.1618, derived 1.1627
H2: stress exponent simulated 0.1667, derived 0.1667
H2: N at end of stress simulated 1.4284, derived 1.4292
theta | remaining %: H sim, H formula, H2 sim, H2 formula
   1e-06 |  99.917   99.917   99.923   99.923
   1e-04 |  99.167   99.168   99.228   99.229
   1e-02 |  91.913   91.917   92.447   92.452
   1e-01 |  76.433   76.437   77.661   77.671
   1e+00 |  45.069   45.045   46.528   46.511
   1e+01 |  17.146   17.118   17.839   17.814
   1e+02 |   5.559    5.548    5.790    5.781
   1e+03 |   1.762    1.759    1.836    1.833
H, theta=1, D 100 times smaller: remaining 45.07 %
H, theta=1, stress 100 times shorter: remaining 45.07 %
H, theta=0.01, recovered: fast reaction 8.09 %, slow 4.27 %
Worked example: stress time 1000 s
Upper limit of recovery per decade: 36.65 %
H: early coefficient 0.8346, late coefficient 0.5564
H: geometric-mean recovery time 705 s, standard deviation 1.395 decades
H: 10, 50, 90 % recovered at 15.6, 724, 30391 s
H: span from 10 to 90 %: 3.29 decades
H: recovered from 100 s to 10^4 s 59.3 %, from 10 s to 10^5 s 86.4 %
H: largest recovery in any one decade 33.7 %
H2: early coefficient 0.7731, late coefficient 0.5798
H2: geometric-mean recovery time 783 s, standard deviation 1.387 decades
H2: 10, 50, 90 % recovered at 17.9, 798, 33019 s
H2: span from 10 to 90 %: 3.27 decades
H2: recovered from 100 s to 10^4 s 59.9 %, from 10 s to 10^5 s 86.7 %
H2: largest recovery in any one decade 34.0 %
Broad contrast: tau from 1e-06 s to 1e+06 s, standard deviation 3.51 decades
Broad contrast: recovered from 1 s to 10 s 8.33 %
Recovery time in s | recovered %: H, H2, broad contrast
  1e-06 |   0.0026    0.0024    2.8830
  1e-05 |   0.0083    0.0077   10.4224
  1e-04 |   0.0264    0.0244   18.7557
  1e-03 |   0.0834    0.0773   27.0890
  1e-02 |   0.2637    0.2443   35.4223
  1e-01 |   0.8321    0.7714   43.7557
  1e+00 |   2.6139    2.4274   52.0890
  1e+01 |   8.0834    7.5476   60.4223
  1e+02 |  23.5626   22.3291   68.7553
  1e+03 |  54.9547   53.4886   77.0854
  1e+04 |  82.8815   82.1863   85.3862
  1e+05 |  94.4516   94.2193   93.4026
  1e+06 |  98.2410   98.1671   99.2060
checks complete
```
